# Why a donor's bound-state sum diverges, and what keeps freeze-out finite

**Q.** I wanted the ionized fraction of shallow donors in a cold crystal, so I summed Boltzmann factors over all hydrogenic levels of one donor. The sum never settled. Does cooling cure this?

**A.** No. Take one isotropic effective mass \(m\), permittivity \(\varepsilon\), and the band edge as zero of energy. The levels are

\[
E_n=-\frac{\mathrm{Ry}}{n^2},\qquad \mathrm{Ry}=\frac{\hbar^2}{2ma^2},\qquad a=\frac{4\pi\varepsilon\hbar^2}{me^2},
\]

where Ry and \(a\) are the donor's own Rydberg energy and Bohr radius. Level \(n\) has \(n^2\) orbitals. Spin and \(\nu\) equivalent valleys multiply every level by \(2\nu\), which I keep outside the sum. With \(x=\mathrm{Ry}/kT\),

\[
\sigma=\sum_{n=1}^{n_{\max}} n^2e^{x/n^2}\;\ge\;\sum_{n=1}^{n_{\max}} n^2=\frac{n_{\max}(n_{\max}+1)(2n_{\max}+1)}{6}>\frac{n_{\max}^3}{3}.
\]

The inequality holds for every \(T>0\), because each exponential exceeds 1. The energies crowd against the band edge, so the Boltzmann factor stops falling while the number of orbitals keeps rising.

Cooling enlarges the ground term \(e^x\), so the tail takes longer to overtake it. Equality comes near \(n_*^3/3=e^x\), or \(n_*=(3e^x)^{1/3}\).

**Q.** How large is an electron orbit at that point?

**A.** For the circular orbit, \(l=n-1\), the radial probability is proportional to \(r^{2n}e^{-2r/(na)}\). Setting its logarithmic derivative to zero gives \(2n/r=2/(na)\), hence \(r=n^2a\).

Let me choose \(m=0.2\,m_0\), relative permittivity 16 and \(\nu=4\). Then \(\mathrm{Ry}=10.63\) meV and \(a=4.23\) nm. At 10 K, \(e^x=2.275\times10^5\) and \(n_*\approx88\). The orbit radius is about 33 µm. With \(10^{14}\) donors per cm³, the mean spacing \(N^{-1/3}\) is 0.215 µm. The divergent part of the sum describes electrons that have passed a great many other donors.

**Q.** Suppose I ignore that and insert the large sum anyway. What ionized fraction do I get?

**A.** We need the law connecting the two. Put \(M\) donors and \(M\) electrons in a volume \(V=M/N\), with no acceptors. Allow at most one bound electron per donor, and let the free electrons be dilute enough for Boltzmann statistics. Ignoring the donor potential for free electrons, one of them has the partition function

\[
2\nu V\int_0^\infty\frac{4\pi p^2\,dp}{h^3}\,e^{-p^2/(2mkT)}
=\frac{2\nu V}{\Lambda^3},\qquad
\Lambda=\frac{h}{\sqrt{2\pi mkT}} .
\]

If \(k_i\) donors are ionized, the statistical weight is

\[
W(k_i)=\binom{M}{k_i}(2\nu\sigma)^{M-k_i}\,\frac{1}{k_i!}\left(\frac{2\nu V}{\Lambda^3}\right)^{k_i}.
\]

The binomial chooses the ionized donors, and \(k_i!\) accounts for identical free electrons. Successive weights have the ratio

\[
\frac{W(k_i+1)}{W(k_i)}=\frac{M-k_i}{(k_i+1)^2}\,\frac{V}{\Lambda^3\sigma}.
\]

The factors \(2\nu\) have cancelled. The most probable \(k_i\) is where this ratio is 1. For large numbers, \(k_i+1\approx k_i=fM\), so

\[
\frac{f^2}{1-f}=\frac{1}{N\Lambda^3\sigma}.
\]

Write \(L=N\Lambda^3\sigma\). Then \(Lf^2+f-1=0\), whose positive root is

\[
f=\frac{-1+\sqrt{1+4L}}{2L}=\frac{2}{1+\sqrt{1+4L}} .
\]

The second form follows on multiplying top and bottom by \(1+\sqrt{1+4L}\).

If \(\sigma\to\infty\) at fixed \(N\), then \(f\approx L^{-1/2}\to0\). At 20 K and \(N=10^{14}\) cm⁻³, stopping at \(n_{\max}=10,100,1000,10^4\) gives \(f=36\%\), \(2.4\%\), \(0.076\%\) and \(0.0024\%\). The result records where you stopped adding.

**Q.** What feature of the donor potential creates this endless supply of bound states?

**A.** Its long range. Count phase space classically. A state has negative energy at radius \(r\) if

\[
\frac{p^2}{2m}<\frac{e^2}{4\pi\varepsilon r}=\frac{\hbar^2}{mar},
\qquad\text{so}\qquad p<\hbar\sqrt{\frac{2}{ar}} .
\]

One orbital occupies \((2\pi\hbar)^3\). Within a sphere of radius \(R\) the number of bound orbitals is therefore

\[
\begin{aligned}
\mathcal N(R)&=\int_0^R4\pi r^2\,dr\;\frac{4\pi}{3}\,\frac{1}{(2\pi)^3}\left(\frac{2}{ar}\right)^{3/2}\\
&=\frac{2}{3\pi}\left(\frac2a\right)^{3/2}\int_0^R r^{1/2}\,dr
=\frac{8\sqrt2}{9\pi}\left(\frac Ra\right)^{3/2}.
\end{aligned}
\]

The coefficient is 0.400. The orbit rule \(n^2a\le R\) keeps shells up to \(n_c\approx\sqrt{R/a}\), hence about \(n_c^3/3=0.333(R/a)^{3/2}\) orbitals: the same power, with a coefficient about 17% smaller.

The divergence comes from large distance, not from the singularity at the nucleus. For a tail falling as \(r^{-q}\), the integrand is \(r^{2-3q/2}\), and its integral converges at large \(r\) only if \(q>2\). The Coulomb tail has \(q=1\).

Quantum levels in a hard-walled sphere support the count at large size. Their number is 0.870 of the phase-space value at \(R=100a\), and 0.958 at \(R=900a\).

**Q.** Then a truly isolated donor has infinitely many bound states. Should it not always hold its electron?

**A.** The same distance that admits the bound states admits even more free ones. Give each donor a sphere with \(\tfrac{4\pi}{3}R^3N=1\). The free count grows as \(R^3\), the bound count as \(R^{3/2}\).

To make this precise, separate the exponential from 1:

\[
\sigma=\sum_{n=1}^{n_c}n^2+\sum_{n=1}^{n_c}n^2\left(e^{x/n^2}-1\right).
\]

Expanding the exponential gives

\[
n^2(e^{x/n^2}-1)=x+\frac{x^2}{2n^2}+\frac{x^3}{6n^4}+\dots,
\]

which is largest at \(n=1\). The second sum is thus at most \(n_c(e^x-1)\), and grows no faster than \(R^{1/2}\). At fixed \(T\) and large enough \(R\), the first sum wins, and

\[
L\to N\Lambda^3\,\frac13\left(\frac Ra\right)^{3/2}
=\frac{\Lambda^3}{3a^{3/2}}\sqrt{\frac{3}{4\pi}}\;N^{1/2},
\]

where \(R^{3/2}=[3/(4\pi N)]^{1/2}\) was used. Since \(1-f=Lf^2\), the neutral fraction tends to \(L\) and vanishes as \(\sqrt N\). In this model an isolated donor at any fixed \(T>0\) is ionized.

The paradox came from taking two limits inconsistently: infinite room for bound orbits, but only the finite volume \(1/N\) for the free electron. At 10 K, the consistent calculation gives:

| \(N\) (cm⁻³) | last shell | \(f\) (%) |
|---|---:|---:|
| \(10^{14}\) | 5 | 1.7 |
| \(10^{12}\) | 12 | 15.9 |
| \(10^{10}\) | 26 | 78.7 |
| \(10^{8}\) | 56 | 99.6 |

The last shell is still below \(n_*\approx88\), so these densities have not reached the \(\sqrt N\) regime. The ground level still supplies most of \(\sigma\), yet \(f\) is already approaching 1.

**Q.** For a crystal at \(10^{14}\) cm⁻³, why am I entitled to cut the sum at the donor spacing?

**A.** Beyond \(R\), an electron is typically as close to another donor as to the first. If every donor claims that region as its own, the same phase space is counted repeatedly. The large orbits also cease to be eigenstates of a single Coulomb centre. The cutoff represents this change; it does not solve the many-donor problem.

Here \(R=133.7\) nm, so \(R/a=31.57\) and \(\sqrt{R/a}=5.62\). Five shells remain, with \(1+4+9+16+25=55\) orbitals. At 20 K, \(\Lambda=37.3\) nm and \(\sigma=569\). Therefore

\[
L=(10^{14}\,\mathrm{cm^{-3}})(5.19\times10^{-17}\,\mathrm{cm^3})(569)=2.95,
\]

\[
f=\frac{2}{1+\sqrt{1+4(2.95)}}=0.437 .
\]

Summing \(W(k_i)\) explicitly for 4000 donors also gives 43.7%.

At 10 K, \(L\approx3.3\times10^3\), and \(f\approx L^{-1/2}=1.7\%\). This is freeze-out: the ground level provides nearly all of \(\sigma\), since \(e^x=2.275\times10^5\) while the full five-shell sum is \(2.277\times10^5\).

As a separate model of the boundary, put a hard wall at \(R\) and calculate the levels anew. It keeps 62 orbitals and gives \(f=43.6\%\) at 20 K. From 10 to 77 K it differs from the five-shell result by at most about half a percentage point.

**Q.** You could have chosen half that radius, or twice. Does the answer survive?

**A.** In deep freeze-out, yes. It survives worst in between: the spread in \(f\) peaks at about 15 percentage points near 34 K and shrinks again as \(f\) approaches 1. Holding \(N\) fixed and changing only the cutoff radius gives:

| \(T\) (K) | ground level only, \(f\) (%) | cutoff \(R\), \(f\) (%) | cutoff \(2R\) to \(R/2\), \(f\) (%) |
|---:|---:|---:|---:|
| 10 | 1.7 | 1.7 | 1.7 to 1.7 |
| 20 | 46.5 | 43.7 | 41.2 to 45.3 |
| 40 | 96.3 | 87.3 | 79.1 to 93.2 |
| 77 | 99.7 | 95.8 | 91.2 to 98.6 |

The cutoff hardly affects \(\sigma\), and hence \(f\), when \(e^x\) is much larger than the number of retained orbitals. At 40 K, \(e^x\) is only 22, against 55 orbitals. The fifth shell lies \(10.63/25=0.43\) meV below the edge, while \(kT=3.45\) meV. Calling its electron "neutral" is then largely a convention.

The free count has a matching uncertainty. It was computed without the donor potential. At 40 K, \(1/(N\Lambda^3)\) is about 550 per donor, while the bound phase space is 71 orbitals. One might expect the bound orbitals to be taken out of the free count, but the attraction does more than that: where the potential energy is \(-|U|\), an electron of energy \(E>0\) has kinetic energy \(E+|U|\), so the local density of free states is proportional to \(\sqrt{E+|U|}\) rather than \(\sqrt E\). With the bare Coulomb potential throughout the sphere of radius \(R\), the classical free count rises by about 20% at 40 K and 36% at 20 K, which raises \(f\) from 87% to 89% and from 44% to 49%. These figures give every cell a bare Coulomb centre, but neutral donors have no Coulomb tail. Applying the rise only to the ionized fraction of cells gives 46% at 20 K. Filling the cell with a uniform neutralizing charge, with the energy zero at its boundary, cuts the rise to 8% and gives 45%. At 20 K the effect is therefore comparable to halving or doubling the cutoff. The decimals in the table describe the cutoff model, not the accuracy of a measured carrier fraction.

**Q.** Can mobile electrons remove the divergence even without a spacing cutoff?

**A.** Yes, if they screen the Coulomb tail. For small electrostatic potential \(\phi\), Boltzmann electrons of density \(n=fN\) respond by \(\delta n=n e\phi/kT\). Away from the donor, Poisson's equation becomes

\[
\nabla^2\phi=\frac{e\,\delta n}{\varepsilon}=\frac{\phi}{\lambda^2},
\qquad \lambda=\sqrt{\frac{\varepsilon kT}{e^2n}} .
\]

The spherical solution that decays outward and matches the donor charge at the origin gives the electron energy \(-e^2e^{-r/\lambda}/(4\pi\varepsilon r)\). In the phase-space count, \(p^3\) acquires a factor \(e^{-3r/(2\lambda)}\), so

\[
\begin{aligned}
\mathcal N_\lambda&=\frac{2}{3\pi}\left(\frac2a\right)^{3/2}\int_0^\infty r^{1/2}e^{-3r/(2\lambda)}\,dr\\
&=\frac{2}{3\pi}\left(\frac2a\right)^{3/2}\Gamma\!\left(\tfrac32\right)\left(\frac{2\lambda}{3}\right)^{3/2}
\approx0.290\left(\frac\lambda a\right)^{3/2}.
\end{aligned}
\]

It is finite. At \(\lambda=200a\), the quantum count is 0.995 of this estimate.

Screening also makes the ground level shallower. For \(a\ll\lambda\),

\[
\frac{e^{-r/\lambda}}r=\frac1r-\frac1\lambda+\frac{r}{2\lambda^2}+\dots .
\]

Using \(e^2/(4\pi\varepsilon)=2a\,\mathrm{Ry}\) and \(\langle r\rangle=3a/2\) in the ground state, the binding energy through second order in \(a/\lambda\) is

\[
E_b=\mathrm{Ry}\left[1-\frac{2a}{\lambda}+\frac32\left(\frac a\lambda\right)^2\right].
\]

The constant shift does not alter the orbital, so it adds no second-order correction.

Because \(\lambda\) depends on \(f\), the two must be found together. At 20 K this gives \(\lambda=180\) nm, \(E_b=10.14\) meV, 84 bound orbitals and \(f\approx47\%\). At 10, 40 and 77 K the fractions are about 1.9%, 85% and 92%.

**Q.** Why does screening raise \(f\) at 20 K but lower it at 40 K, compared with your spacing cutoff?

**A.** Two changes compete. At 20 K the binding falls by 0.49 meV, while \(kT=1.72\) meV. The ground weight drops by the factor \(e^{-0.49/1.72}\approx0.75\), or from 477 to about 359. That loss outweighs the 29 additional shallow orbitals. At 40 K the ground weight falls only from about 22 to 19, and the additional orbitals win.

I would use these screened values as estimates. A sphere of radius \(\lambda\) at 20 K contains only

\[
\tfrac{4\pi}{3}(1.80\times10^{-5}\,\mathrm{cm})^3(4.7\times10^{13}\,\mathrm{cm^{-3}})\approx1.1
\]

mobile electrons, too few for a smooth screening cloud to be well justified. Also, \(\lambda\) exceeds \(R\) at all four temperatures and is comparable to the radius per ionized donor, \(Rf^{-1/3}\) (180 against 172 nm at 20 K), so neighbouring ions matter at the same distance as the screening. The Poisson equation above also counts only free electrons. Donors near an ion change their occupation too, with \(\delta N^+=-Nf(1-f)e\phi/kT\), which replaces \(n\) by \(n(2-f)\) in \(\lambda\); at 20 K this gives \(\lambda\approx143\) nm and \(f\approx49\%\).

Screening alone still gives the right dilute limit. The law above reads \((1-f)/f=n\Lambda^3\sigma\). At fixed \(T\), \(\lambda\propto n^{-1/2}\), so the leading bound count grows as \(n^{-3/4}\). The neutral-to-ionized ratio then falls as \(n\,n^{-3/4}=n^{1/4}\), and the donor again ionizes as \(n\to0\).

**Q.** My material is germanium. How literally should I take 44% at 20 K?

**A.** As a model value. The parameters lie in the rough regime of shallow group-V donors in germanium, whose binding energies are roughly 10 to 14 meV; \(10^{14}\) cm⁻³ is light doping. Real germanium breaks the isotropic-mass assumption. With rough transverse and longitudinal masses of 0.08 and \(1.6\,m_0\), a variational orbital gives a binding of at least 8.88 meV. Using that lower bound, scaling the excited levels with it, keeping five shells, and giving the band its density-of-states mass \((0.08^2\times1.6)^{1/3}m_0\approx0.22\,m_0\) moves \(f\) from 44% to 59%. A converged basis gives 8.94 meV, which leaves \(f\) at 59%. Scaling the excited levels is cruder: the anisotropic 2s-like, \(2p_0\) and \(2p_\pm\) levels are bound by about 3.3, 4.4 and 1.6 meV, against the scaled 2.2 meV, and summing the 55 lowest anisotropic orbitals gives \(f\approx57.5\%\). The short-range potential of the donor ion acts the other way: if it deepens one valley combination by an assumed 3 meV, two of the eight ground states gain weight and \(f\) becomes 34%. At 20 K, both shifts exceed the change from halving or doubling \(R\).

In relative terms, acceptors matter most when few electrons are free. If they number 1% of the donors, \(n/N\) falls from 1.72% to 1.28% at 10 K, but only from 43.7% to 43.1% at 20 K. Three further omissions are small here. At 20 K the band filling is \(3\times10^{-4}\), and the estimated ratio of doubly to singly occupied donors is about \(1.2\times10^{-3}\), using a rough second-electron binding of 0.055 Ry. The ground-orbital overlap factor \(e^{-d/a}\), at the mean spacing \(d=215\) nm, is about \(10^{-22}\); the full overlap \((1+d/a+d^2/3a^2)e^{-d/a}\) is about \(10^{-19}\) there, and about \(2\times10^{-10}\) at the mean nearest-neighbour distance of randomly placed donors, roughly 119 nm.

Once \(R\) falls to a few \(a\), even the ground orbital belongs to several donors. At \(R=3a\), about \(10^{17}\) cm⁻³ here, the ground energies of one cell with zero-slope and zero-value boundary conditions already differ by 0.37 Ry, more than twice \(kT\) at 20 K. No choice of \(n_c\) then repairs the isolated-donor picture. For a light-doping estimate, use the measured ground levels, include compensation, and vary the cutoff; if \(f\) moves appreciably, the division into bound and free electrons is itself limiting the answer. The numerical output gives the values for each temperature.

## Numbers as computed

```
mass 0.2 m0, permittivity 16.0, valleys 4
donor Ry 10.63 meV, Bohr radius a 4.23 nm
density N 1.0e+14 cm^-3, cell radius R 133.7 nm
R/a 31.57, last shell kept 5
orbitals kept: shells 55, cell 62, phase space 71.0
count coefficients: cell 0.4001, screened 0.2895
quantum/phase-space count, R=100a 0.870, R=900a 0.958
quantum/phase-space count, screened 200a 0.995
10 K: tail equals ground at n 88, orbit 32.8 um
20 K: canonical f 43.71 %, law 43.71 %
T 10 K: x 12.335, Lambda 52.7 nm, exp(x) 2.275e+05, sigma 2.277e+05
  f: ground 1.72 %, spacing 1.72 %, cell 1.72 %
  screened f 1.9 %, lam 641 nm, orbitals 531, binding 10.49 meV
  f with R/2 1.72 %, with 2R 1.72 %
T 20 K: x 6.167, Lambda 37.3 nm, exp(x) 477, sigma 569.1
  f: ground 46.53 %, spacing 43.71 %, cell 43.64 %
  screened f 47.1 %, lam 180 nm, orbitals 84, binding 10.14 meV
  f with R/2 45.34 %, with 2R 41.24 %
T 40 K: x 3.084, Lambda 26.4 nm, exp(x) 21.84, sigma 90.85
  f: ground 96.29 %, spacing 87.32 %, cell 86.80 %
  screened f 85.3 %, lam 189 nm, orbitals 84, binding 10.16 meV
  f with R/2 93.15 %, with 2R 79.12 %
T 77 K: x 1.602, Lambda 19.0 nm, exp(x) 4.963, sigma 66.03
  f: ground 99.66 %, spacing 95.84 %, cell 95.50 %
  screened f 91.7 %, lam 253 nm, orbitals 136, binding 10.28 meV
  f with R/2 98.56 %, with 2R 91.20 %
False limit, 20 K, fixed N:
  n_max 10: f 36.3 %
  n_max 100: f 2.36 %
  n_max 1000: f 0.076 %
  n_max 10000: f 0.00241 %
True dilution, 10 K, spacing cutoff:
  N 1e+14 cm^-3: last shell 5, f 1.72 %
  N 1e+12 cm^-3: last shell 12, f 15.86 %
  N 1e+10 cm^-3: last shell 26, f 78.74 %
  N 1e+08 cm^-3: last shell 56, f 99.58 %
Neglected effects (reference is the spacing cutoff):
  masses 0.08, 1.6 m0: binding at least 8.88 meV
  anisotropic estimate at 20 K: f 59.1 %
  singlet deeper by 3.0 meV, 20 K: f 33.7 %
  1 % acceptors, 10 K: n/N 1.28 %
  1 % acceptors, 20 K: n/N 43.07 %
  20 K: band filling n/Nc 2.83e-04
  double/single occupancy 1.39e-03, second binding 0.055 Ry (rough)
  mean spacing 215 nm, 1s overlap factor exp(-d/a) 7.9e-23
```
